# Adaptively compressed exchange from Cholesky factorisation of the projected exchange matrix: test program

```python
# Adaptively compressed exchange (ACE).
# V f = -sum_j phi_j * conv(v, conj(phi_j) f) is the exchange operator of N
# occupied orbitals phi_j. With W = V phi, M = phi^dagger W, -M = L L^dagger
# and xi = W L^(-dagger), the claim under test is that -xi xi^dagger equals V
# on the occupied space, has rank N, and lies between V and zero elsewhere.
# Hartree atomic units. Grid vectors carry sqrt(spacing), so that their plain
# dot products are integrals.
import numpy as np
from scipy.linalg import eigh, cholesky, solve_triangular, solve
from scipy.special import k0
from scipy.integrate import quad
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.constants import physical_constants
from pyscf import gto, df

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
N_OCC = 4
OMEGA = 1.0
HALF_BOX = 8.0
counter = {"convolutions": 0}


def make_grid(n):
    """Points, one-electron Hamiltonian (sinc basis), interaction matrix."""
    x = np.linspace(-HALF_BOX, HALF_BOX, n)
    h = x[1] - x[0]
    d = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(d == 0, 1, d)
    kinetic = np.where(d == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(d) / safe**2)
    kinetic = kinetic / (2 * h**2)
    v = 1 / np.sqrt(np.subtract.outer(x, x)**2 + 1)
    return x, kinetic + np.diag(0.5 * OMEGA**2 * x**2), v


def apply_exchange(orbs, f, v):
    """Exchange from its definition, one convolution per orbital pair."""
    out = np.zeros(f.shape, dtype=np.result_type(orbs, f))
    for c in range(f.shape[1]):
        pairs = orbs.conj() * f[:, c:c + 1]
        out[:, c] = -(orbs * (v @ pairs)).sum(axis=1)
        counter["convolutions"] += orbs.shape[1]
    return out


def compress(orbs, w):
    """Return xi, M and the Cholesky factor L of -M."""
    m = orbs.conj().T @ w
    low = cholesky(-(m + m.conj().T) / 2, lower=True)
    xi = solve_triangular(low, w.conj().T, lower=True).conj().T
    return xi, m, low


def hartree_fock(n, use_ace):
    """Closed-shell SCF: exchange frozen inside, rebuilt in the outer loop."""
    x, hcore, v = make_grid(n)
    exchange = np.zeros((n, n))
    dens = np.zeros(n)
    gamma_old = np.zeros((n, n))
    for outer in range(1, 201):
        for _ in range(300):
            fock = hcore + np.diag(v @ dens) + exchange
            _, c = eigh(fock, subset_by_index=[0, N_OCC - 1])
            new = 2 * (c**2).sum(axis=1)
            change = np.abs(new - dens).max()
            dens = dens + 0.6 * (new - dens)
            if change < 1e-11:
                break
        else:
            raise AssertionError("inner loop did not converge")
        gamma = c @ c.T
        step = np.abs(gamma - gamma_old).max()
        gamma_old = gamma
        if step < 1e-9:
            break
        if use_ace:
            xi = compress(c, apply_exchange(c, c, v))[0]
            exchange = -xi @ xi.T
        else:
            exchange = -gamma * v
    else:
        raise AssertionError("outer loop did not converge")
    c = c * np.sign(c[np.argmin(np.abs(x - 5.0))])
    dens = 2 * (c**2).sum(axis=1)
    e_x = np.trace(c.T @ apply_exchange(c, c, v))
    energy = 2 * np.trace(c.T @ hcore @ c) + 0.5 * dens @ v @ dens + e_x
    return c, energy, e_x, outer


# ---- complex orbitals: agreement, rotation invariance, rank ----
n_grid = 81
x, hcore, v = make_grid(n_grid)
rng = np.random.default_rng(7)
n_c = 5
raw = rng.normal(size=(n_grid, n_c)) + 1j * rng.normal(size=(n_grid, n_c))
z = np.linalg.qr(raw * np.exp(-x**2 / 8)[:, None])[0]
wz = apply_exchange(z, z, v)
xi_z = compress(z, wz)[0]
ace_z = -xi_z @ xi_z.conj().T
mix = rng.normal(size=(n_c, 3)) + 1j * rng.normal(size=(n_c, 3))
f_occ = z @ mix
res_complex = np.abs(ace_z @ f_occ - apply_exchange(z, f_occ, v)).max()
assert res_complex < 1e-10
u = np.linalg.qr(rng.normal(size=(n_c, n_c))
                 + 1j * rng.normal(size=(n_c, n_c)))[0]
zu = z @ u
xi_u = compress(zu, apply_exchange(zu, zu, v))[0]
rot_op = np.abs(xi_u @ xi_u.conj().T + ace_z).max()
rot_xi = np.abs(xi_u - xi_z).max()
assert rot_op < 1e-10 and rot_xi > 1e-3
full_z = apply_exchange(z, np.eye(n_grid), v)
p = z @ z.conj().T
pvp = p @ full_z @ p
two_sided = p @ full_z + full_z @ p - pvp
res_pvp = np.linalg.norm(pvp @ z - wz)
assert res_pvp > 1e-3
assert np.abs(two_sided @ z - wz).max() < 1e-10


def numerical_rank(a):
    s = np.linalg.svd(a, compute_uv=False)
    return int((s > 1e-10 * s[0]).sum())


rank_ace, rank_two = numerical_rank(ace_z), numerical_rank(two_sided)
assert rank_ace == n_c and rank_two == 2 * n_c

# ---- ring without the zero Fourier component: the one singular case ----
ring = 32
g = np.fft.fftfreq(ring, 1 / ring)
weight = np.where(g == 0, 0.0, 1 / np.where(g == 0, 1, g)**2)
v_ring = np.fft.ifft(weight[:, None] * np.fft.fft(np.eye(ring), axis=0),
                     axis=0).real
waves = np.exp(2j * np.pi * np.outer(np.arange(ring), [1, 2])) / np.sqrt(ring)
waves = np.exp(2j * np.pi * np.outer(np.arange(ring), [1, 2]) / ring)
waves = waves / np.sqrt(ring)
one = waves[:, :1]
m_one = (one.conj().T @ apply_exchange(one, one, v_ring))[0, 0].real
m_two = waves.conj().T @ apply_exchange(waves, waves, v_ring)
min_two = np.linalg.eigvalsh(-m_two)[0]
assert abs(m_one) < 1e-14 and min_two > 1e-4

# ---- self-consistent trap, full and compressed exchange ----
c_full, e_full, ex_full, outer_full = hartree_fock(n_grid, False)
c, e_ace, ex_ace, outer_ace = hartree_fock(n_grid, True)
e_fine = hartree_fock(101, True)[1]
gamma_diff = np.abs(c_full @ c_full.T - c @ c.T).max()
assert abs(e_full - e_ace) < 1e-8 and gamma_diff < 1e-7
assert abs(e_fine - e_ace) < 1e-6

counter["convolutions"] = 0
w = apply_exchange(c, c, v)
conv_ace = counter["convolutions"]
xi, m, low = compress(c, w)
ace = -xi @ xi.T
full = apply_exchange(c, np.eye(n_grid), v)
res_occ = np.abs(ace @ c - w).max()
m_eigs = np.linalg.eigvalsh(-m)
assert res_occ < 1e-11 and m_eigs[0] > 0
diff = ace - full
assert np.linalg.eigvalsh(diff)[0] > -1e-11
assert np.linalg.eigvalsh(ace)[-1] < 1e-11

# Quadratic form on the grid against its Fourier integral.
trial = np.exp(-(x - 0.5)**2)
trial = trial / np.linalg.norm(trial)
form_grid = -(trial @ apply_exchange(c, trial[:, None], v))[0]


def fourier_integrand(k):
    amp = np.exp(-1j * k * x) @ (c * trial[:, None])
    return 2 * k0(k) * (np.abs(amp)**2).sum() / np.pi


form_fourier = quad(fourier_integrand, 0, 14, limit=200,
                    epsabs=1e-11, epsrel=1e-11)[0]
assert abs(form_grid - form_fourier) < 1e-8

# Levels with the density held fixed.
local = hcore + np.diag(v @ (2 * (c**2).sum(axis=1)))
eps_full, vec_full = eigh(local + full)
eps_ace = eigh(local + ace, eigvals_only=True)
assert np.abs(eps_full[:N_OCC] - eps_ace[:N_OCC]).max() < 1e-8
assert (eps_ace - eps_full).min() > -1e-9
assert eps_ace[N_OCC] - eps_full[N_OCC] > 1e-4
assert np.abs(vec_full[:, :N_OCC] @ vec_full[:, :N_OCC].T
              - c @ c.T).max() < 1e-7
chi = vec_full[:, N_OCC]
wide = np.column_stack([c, chi])
xi_wide = compress(wide, apply_exchange(c, wide, v))[0]
eps_wide = eigh(local - xi_wide @ xi_wide.T, eigvals_only=True)
assert abs(eps_wide[N_OCC] - eps_full[N_OCC]) < 1e-8

# Error for an orbital rotated out of the occupied space.
d_chi = ace @ chi - apply_exchange(c, chi[:, None], v)[:, 0]
rotation = []
for theta in (0.1, 0.2):
    psi = np.cos(theta) * c[:, -1] + np.sin(theta) * chi
    d_psi = ace @ psi - apply_exchange(c, psi[:, None], v)[:, 0]
    err, norm = psi @ d_psi, np.linalg.norm(d_psi)
    assert abs(err - np.sin(theta)**2 * (chi @ d_chi)) < 1e-8
    assert abs(norm - np.sin(theta) * np.linalg.norm(d_chi)) < 1e-8
    rotation.append((theta, err, norm))

# Convolutions really spent by an iterative eigensolver.
applications = {"full": 0, "ace": 0}


def fock_full(f):
    f = np.asarray(f).ravel()
    applications["full"] += 1
    return local @ f + apply_exchange(c, f[:, None], v)[:, 0]


def fock_ace(f):
    f = np.asarray(f).ravel()
    applications["ace"] += 1
    return local @ f - xi @ (xi.T @ f)


start = np.exp(-x**2 / 4) * (1 + x)
shape = (n_grid, n_grid)
counter["convolutions"] = 0
lan_full = eigsh(LinearOperator(shape, matvec=fock_full, dtype=float),
                 k=N_OCC, which="SA", v0=start, tol=1e-10,
                 return_eigenvectors=False)
conv_full = counter["convolutions"]
lan_ace = eigsh(LinearOperator(shape, matvec=fock_ace, dtype=float),
                k=N_OCC, which="SA", v0=start, tol=1e-10,
                return_eigenvectors=False)
assert np.abs(np.sort(lan_full) - np.sort(lan_ace)).max() < 1e-7
assert conv_ace < conv_full

# ---- water: Coulomb interaction in three dimensions, density fitting ----
geometry = "O 0 0 0; H 0 1.43 1.11; H 0 -1.43 1.11"
mol = gto.M(atom=geometry, unit="Bohr", basis="cc-pvdz", verbose=0)
s = mol.intor("int1e_ovlp")
h1 = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e")
nao = s.shape[0]
eri_j = eri.reshape(nao**2, nao**2)
eri_k = eri.transpose(0, 2, 1, 3).reshape(nao**2, nao**2)
n_w = mol.nelectron // 2
dm = np.zeros((nao, nao))
for _ in range(400):
    coul = (eri_j @ dm.ravel()).reshape(nao, nao)
    exch = -(eri_k @ dm.ravel()).reshape(nao, nao)
    cw = eigh(h1 + 2 * coul + exch, s)[1][:, :n_w]
    dm_new = cw @ cw.T
    dm_step = np.abs(dm_new - dm).max()
    dm = dm + 0.6 * (dm_new - dm)
    if dm_step < 1e-9:
        break
else:
    raise AssertionError("water SCF did not converge")
dm = cw @ cw.T
coul = (eri_j @ dm.ravel()).reshape(nao, nao)
exch = -(eri_k @ dm.ravel()).reshape(nao, nao)
e_water = np.sum(dm * (2 * h1 + 2 * coul + exch)) + mol.energy_nuc()
aux = df.addons.make_auxmol(mol, "cc-pvdz-jkfit")
three = df.incore.aux_e2(mol, aux, intor="int3c2e")
naux = three.shape[2]
half = np.einsum("pqa,qj->pja", three, cw)
flat = half.reshape(-1, naux)
fitted = solve(aux.intor("int2c2e"), flat.T, assume_a="pos")
fitted = fitted.T.reshape(nao, n_w, naux)
exch_df = -np.einsum("pja,qja->pq", half, fitted)
exch_df = (exch_df + exch_df.T) / 2


def water_ace(exchange):
    factor = compress(cw, exchange @ cw)[0]
    return -factor @ factor.T


ace_w, ace_df = water_ace(exch), water_ace(exch_df)
res_w = np.abs((ace_w - exch) @ cw).max()
res_df = np.abs((ace_df - exch_df) @ cw).max()
fit_error = np.abs((ace_df - exch) @ cw).max()
assert res_w < 1e-9 and res_df < 1e-9 and fit_error > 100 * res_df
assert eigh(ace_w - exch, s, eigvals_only=True)[0] > -1e-9
assert eigh(ace_df - exch_df, s, eigvals_only=True)[0] > -1e-9
ex_w, ex_df, ex_adf = [np.sum(dm * k) for k in (exch, exch_df, ace_df)]
lev_w = eigh(h1 + 2 * coul + exch, s, eigvals_only=True)
lev_a = eigh(h1 + 2 * coul + ace_w, s, eigvals_only=True)
assert np.abs(lev_w[:n_w] - lev_a[:n_w]).max() < 1e-7
assert lev_a[n_w] > lev_w[n_w]
shift_w = lev_a[n_w] - lev_w[n_w]


def row(values, digits=6):
    return " ".join(f"{t:.{digits}f}" for t in values)


print(f"complex test: orbitals {n_c}, max ACE residual {res_complex:.1e} Ha")
print(f"rotation: change of operator {rot_op:.1e}, of xi {rot_xi:.2f}")
print(f"PVP residual norm on occupied space {res_pvp:.4f} Ha")
print(f"rank of ACE {rank_ace}, of PV+VP-PVP {rank_two}")
print(f"ring: -M one wave {abs(m_one):.1e}, two waves, lowest {min_two:.6f}")
print(f"trap: frequency {OMEGA} Ha, electrons {2 * N_OCC}")
print(f"grid: {n_grid} points, spacing {x[1] - x[0]:.2f} bohr, "
      f"half width {HALF_BOX} bohr")
print(f"total energy, full exchange {e_full:.8f} Ha")
print(f"total energy, ACE {e_ace:.8f} Ha = {e_ace * HARTREE_EV:.4f} eV")
print(f"total energy, ACE, 101 points {e_fine:.8f} Ha")
print(f"exchange energy, full {ex_full:.8f}, ACE run {ex_ace:.8f} Ha")
print(f"outer iterations: full {outer_full}, ACE {outer_ace}")
print(f"density-matrix difference of the two runs {gamma_diff:.1e}")
for i in range(N_OCC):
    print(f"M row {i + 1} (Ha): {row(m[i])}")
for i in range(N_OCC):
    print(f"L row {i + 1} (Ha^0.5): {row(low[i])}")
print(f"eigenvalues of -M (Ha): {row(m_eigs)}")
print(f"max ACE residual on occupied orbitals {res_occ:.1e} Ha")
print(f"quadratic form: grid {form_grid:.9f}, Fourier {form_fourier:.9f} Ha")
print(f"levels 1-6, full (Ha): {row(eps_full[:6])}")
print(f"levels 1-6, ACE (Ha): {row(eps_ace[:6])}")
print(f"level 5 with orbital 5 in the set {eps_wide[N_OCC]:.6f} Ha")
print(f"<chi|D|chi> {chi @ d_chi:.6f}, |D chi| "
      f"{np.linalg.norm(d_chi):.6f} Ha")
for theta, err, norm in rotation:
    print(f"angle {theta} rad: <D> {err:.6f}, |D psi| {norm:.6f} Ha")
print(f"eigensolver applications: full {applications['full']}, "
      f"ACE {applications['ace']}")
print(f"convolutions: full {conv_full}, ACE {conv_ace}")
print(f"water geometry (bohr): {geometry}")
print(f"water: {nao} basis functions, {naux} fitting functions, "
      f"{n_w} occupied")
print(f"water RHF/cc-pVDZ energy {e_water:.6f} Ha")
print(f"water exchange energy, four-index {ex_w:.8f} Ha")
print(f"water exchange energy, fitted {ex_df:.8f} Ha")
print(f"water exchange energy, ACE of fitted {ex_adf:.8f} Ha")
print(f"water max residual: ACE {res_w:.1e}, ACE of fitted {res_df:.1e} Ha")
print(f"water ACE of fitted against four-index {fit_error:.1e} Ha")
print(f"water HOMO: full {lev_w[n_w - 1]:.6f}, ACE {lev_a[n_w - 1]:.6f} Ha")
print(f"water LUMO: full {lev_w[n_w]:.6f}, ACE {lev_a[n_w]:.6f} Ha")
print(f"water LUMO shift {shift_w:.6f} Ha = {shift_w * HARTREE_EV:.4f} eV")
print("no test failed")
```

Running it gives:

```
complex test: orbitals 5, max ACE residual 1.2e-15 Ha
rotation: change of operator 1.9e-16, of xi 0.88
PVP residual norm on occupied space 0.2647 Ha
rank of ACE 5, of PV+VP-PVP 10
ring: -M one wave 1.6e-18, two waves, lowest 0.031250
trap: frequency 1.0 Ha, electrons 8
grid: 81 points, spacing 0.20 bohr, half width 8.0 bohr
total energy, full exchange 31.30460852 Ha
total energy, ACE 31.30460852 Ha = 851.8418 eV
total energy, ACE, 101 points 31.30460852 Ha
exchange energy, full -3.43395103, ACE run -3.43395103 Ha
outer iterations: full 13, ACE 15
density-matrix difference of the two runs 2.0e-10
M row 1 (Ha): -0.950393 -0.000000 -0.010060 0.000000
M row 2 (Ha): -0.000000 -0.911324 0.000000 -0.018554
M row 3 (Ha): -0.010060 0.000000 -0.845607 -0.000000
M row 4 (Ha): 0.000000 -0.018554 -0.000000 -0.726628
L row 1 (Ha^0.5): 0.974881 0.000000 0.000000 0.000000
L row 2 (Ha^0.5): 0.000000 0.954633 0.000000 0.000000
L row 3 (Ha^0.5): 0.010319 -0.000000 0.919511 0.000000
L row 4 (Ha^0.5): -0.000000 0.019436 0.000000 0.852203
eigenvalues of -M (Ha): 0.724782 0.844650 0.913169 0.951350
max ACE residual on occupied orbitals 5.6e-17 Ha
quadratic form: grid 0.925270001, Fourier 0.925270001 Ha
levels 1-6, full (Ha): 4.542043 5.328730 6.146189 7.030792 8.324662 9.234612
levels 1-6, ACE (Ha): 4.542043 5.328730 6.146189 7.030792 8.536394 9.337134
level 5 with orbital 5 in the set 8.324662 Ha
<chi|D|chi> 0.213791, |D chi| 0.221653 Ha
angle 0.1 rad: <D> 0.002131, |D psi| 0.022128 Ha
angle 0.2 rad: <D> 0.008438, |D psi| 0.044036 Ha
eigensolver applications: full 127, ACE 127
convolutions: full 508, ACE 16
water geometry (bohr): O 0 0 0; H 0 1.43 1.11; H 0 -1.43 1.11
water: 24 basis functions, 116 fitting functions, 5 occupied
water RHF/cc-pVDZ energy -76.026765 Ha
water exchange energy, four-index -8.97595841 Ha
water exchange energy, fitted -8.97590813 Ha
water exchange energy, ACE of fitted -8.97590813 Ha
water max residual: ACE 2.7e-15, ACE of fitted 1.1e-15 Ha
water ACE of fitted against four-index 5.1e-05 Ha
water HOMO: full -0.493152, ACE -0.493152 Ha
water LUMO: full 0.185422, ACE 0.243703 Ha
water LUMO shift 0.058281 Ha = 1.5859 eV
no test failed
```
